# Steady Profile of Dilute Positive Ions Between Blocking Electrodes

## 1. Definitions, conventions and result

A dielectric slab fills $0<x<L$ between two metal electrodes. The anode is at $x=0$ and the cathode at $x=L$. The slab contains identical positive ions of charge $q$ at temperature $T$. Their number density is $n(x,t)$, averaged over the electrode area, and their number per area is

$$N=\int_0^L n(x,t)\,dx .$$

Gaussian units are used. The field $E>0$ points from anode to cathode, and $V=EL$ is the potential drop. $E$ is the macroscopic field in the dielectric: an ion moved between equivalent sites changes its energy by $q$ times the macroscopic potential difference. No local-field factor enters. The problem is classical, so neither $\hbar$ nor the electron mass appears.

The assumptions are:

- The electrodes are blocking: they neither emit, absorb nor discharge ions, so $N$ is constant.
- The ions are dilute and move independently.
- The field is fixed and uniform. This leaves out the ions' own mean field and the image force at each metal wall; Sections 6 and 7 estimate both.
- Apart from the tilt $-qEx$, all ion sites have the same energy.
- The hop length $a$ between sites is much shorter than both the slab thickness $L$ and the length $\lambda$ defined in (1), so the density can be treated as continuous.

Under these assumptions every initial distribution relaxes to

$$n_s(x)=\frac{N}{\lambda}\,\frac{e^{x/\lambda}}{e^{L/\lambda}-1},\qquad \lambda=\frac{k_BT}{qE}. \tag{1}$$

The accumulation length $\lambda$ is the distance over which the field does work $k_BT$ on an ion. The formula for $\lambda$ has the same form in SI units. For computation, multiply numerator and denominator by $e^{-L/\lambda}$:

$$n_s(x)=\frac{N}{\lambda}\,\frac{e^{-(L-x)/\lambda}}{1-e^{-L/\lambda}}. \tag{2}$$

This form does not overflow when $L\gg\lambda$.

## 2. From hopping to drift and diffusion

Let the ions hop between planes a distance $a$ apart, with a barrier midway between neighbouring planes. The field lowers the barrier for a forward hop by $qEa/2$ and raises it for a backward hop by the same amount. For thermally activated hops over barriers that remain well above both sites, the rates are

$$\Gamma_\pm=\Gamma_0e^{\pm qEa/(2k_BT)}=\Gamma_0e^{\pm a/(2\lambda)} .$$

If plane $i$ holds $N_i=a\,n(x_i)$ ions per area, the net flux to the next plane is $J=\Gamma_+N_i-\Gamma_-N_{i+1}$. Let $x$ be the midpoint between the planes. For a density that is smooth on the scale $a$,

$$n(x\mp a/2)\approx n(x)\mp\frac a2\frac{\partial n}{\partial x}.$$

Inserting this in the flux gives

$$J=a(\Gamma_+-\Gamma_-)n-\frac{a^2}{2}(\Gamma_++\Gamma_-)\frac{\partial n}{\partial x}
= vn-D\frac{\partial n}{\partial x}, \tag{3}$$

with

$$v=2a\Gamma_0\sinh\frac{a}{2\lambda},\qquad D=a^2\Gamma_0\cosh\frac{a}{2\lambda}. \tag{4}$$

For $a\ll\lambda$, $\sinh u\approx u$ and $\cosh u\approx1$. Then $D=\Gamma_0a^2$ and $v=\Gamma_0a^2/\lambda$, so

$$v=\frac D\lambda=\frac{qED}{k_BT}. \tag{5}$$

This is the Einstein relation. It ties drift to diffusion because the same hops produce both.

## 3. The steady profile

Ion conservation requires $\partial n/\partial t=-\partial J/\partial x$. In a steady state the left side vanishes, so $J$ does not depend on $x$. It is zero at a blocking wall and therefore zero throughout the slab. Equations (3) and (5) then give

$$\frac{D}{\lambda}n=D\frac{dn}{dx}
\quad\Rightarrow\quad
\frac{d\ln n}{dx}=\frac1\lambda
\quad\Rightarrow\quad n=Ce^{x/\lambda}.$$

The constant follows from $N=C\lambda(e^{L/\lambda}-1)$, which yields (1). The ions continue to hop: drift toward the cathode is balanced by diffusion away from the accumulation. The diffusion coefficient cancels, so it sets the time scale but not the final shape.

The density ratio between the walls is

$$\frac{n_s(L)}{n_s(0)}=e^{L/\lambda}=e^{qV/(k_BT)}.$$

Let $s=L-x$ be the distance from the cathode. Its mean value is

$$m=\frac{\int_0^L s e^{-s/\lambda}ds}{\int_0^L e^{-s/\lambda}ds}
=\frac{\lambda^2(1-e^{-L/\lambda})-\lambda Le^{-L/\lambda}}{\lambda(1-e^{-L/\lambda})}
=\lambda-\frac{L}{e^{L/\lambda}-1}. \tag{6}$$

The numerator was integrated by parts. For $L>\lambda$, the fraction of ions within $\lambda$ of the cathode is

$$\frac{\int_0^\lambda e^{-s/\lambda}ds}{\int_0^L e^{-s/\lambda}ds}
=\frac{1-e^{-1}}{1-e^{-L/\lambda}}.$$

**Strong accumulation, $L\gg\lambda$.** Then $n_s(L)\to N/\lambda$ and $m\to\lambda$. The profile near the cathode no longer depends on the slab thickness.

**Weak accumulation, $L\ll\lambda$.** Expanding (1) to first order in $L/\lambda$ gives

$$n_s(x)\approx\frac NL\left[1+\frac{x-L/2}{\lambda}\right].$$

The ions are nearly uniform, with a small linear excess toward the cathode. Here $\lambda$ still gives the logarithmic slope, but it is no longer the thickness of a distinct layer.

**An anode that supplies ions.** Suppose the anode holds the density at $n(0)=n_0$ while the cathode still blocks. The steady flux is again zero, because one blocking wall suffices, and $n=n_0e^{x/\lambda}$. The shape is unchanged, but now $N=n_0\lambda(e^{L/\lambda}-1)$ depends on voltage. If the cathode discharges ions, a steady current can flow and (1) does not apply.

## 4. How the profile is reached

Differentiate (3) with respect to time and use ion conservation:

$$\frac{\partial J}{\partial t}
=v\frac{\partial n}{\partial t}-D\frac{\partial}{\partial x}\frac{\partial n}{\partial t}
=-v\frac{\partial J}{\partial x}+D\frac{\partial^2J}{\partial x^2},
\qquad J(0,t)=J(L,t)=0. \tag{7}$$

Set $J=e^{x/(2\lambda)}h(x,t)$. With $v=D/\lambda$, the right side of (7) becomes

$$De^{x/(2\lambda)}\left[h''+\frac{h'}{\lambda}+\frac{h}{4\lambda^2}-\frac{h'}{\lambda}-\frac{h}{2\lambda^2}\right]
=De^{x/(2\lambda)}\left[h''-\frac{h}{4\lambda^2}\right].$$

Since $h$ vanishes at both walls, its modes are $\sin(k\pi x/L)$ with $k=1,2,\ldots$, and

$$J=\sum_{k\ge1}c_ke^{x/(2\lambda)}\sin\frac{k\pi x}{L}\,e^{-r_kt},\qquad
r_k=D\left[\frac1{4\lambda^2}+\frac{k^2\pi^2}{L^2}\right]. \tag{8}$$

Every $r_k$ is positive, so the flux dies out. The limiting density has zero flux and the original $N$, and Section 3 shows that (1) is the one such profile. Integrating $\partial n/\partial t=-\partial J/\partial x$ from $t$ to infinity gives the remaining deviation,

$$n-n_s=\sum_{k\ge1}\frac{c_k}{r_k}e^{-r_kt}\frac{d}{dx}\left[e^{x/(2\lambda)}\sin\frac{k\pi x}{L}\right]. \tag{9}$$

For a uniform start, the flux inside the slab is initially $vN/L$. Projecting $h=(vN/L)e^{-x/(2\lambda)}$ on the sine functions gives

$$c_k=\frac{2vN}{L^2}\int_0^Le^{-x/(2\lambda)}\sin\frac{k\pi x}{L}dx
=\frac{2vND}{L^2r_k}\,\frac{k\pi}{L}\left[1-(-1)^ke^{-L/(2\lambda)}\right]. \tag{10}$$

The slowest relaxation time is $\tau=1/r_1$. It tends to $L^2/(\pi^2D)$ for $L\ll\lambda$ and to $4\lambda^2/D$ for $L\gg\lambda$. In a thick slab $\tau$ alone is a poor estimate of the waiting time after a uniform start, because ions near the anode must first drift across the slab. Their drift time $L/v=L\lambda/D$ exceeds $4\lambda^2/D$ once $L>4\lambda$.

## 5. Uneven barriers and strong fields

Let bond $i$ have its own rate factor $\Gamma_i$, and let its barrier lie a fraction $\theta_i$ of the way along the hop. The forward and backward rates are $\Gamma_ie^{\theta_ia/\lambda}$ and $\Gamma_ie^{-(1-\theta_i)a/\lambda}$. In a closed chain the steady flux is zero on the first bond, since the end plane has no other exchange, and hence on each following bond. Therefore

$$\frac{N_{i+1}}{N_i}
=\frac{\Gamma_ie^{\theta_ia/\lambda}}{\Gamma_ie^{-(1-\theta_i)a/\lambda}}
=e^{a/\lambda}. \tag{11}$$

Barrier heights and positions cancel. This result does not need $a\ll\lambda$. It does need equal site energies: a site energy that varies from plane to plane would change the rate ratio.

The numerical test used 15 bonds at $a/\lambda=0.80$, with random barrier positions and rate factors spanning a ratio of 35.4. Every neighbouring pair had the ratio 2.225541, equal to $e^{0.80}$ to the printed digits.

The Einstein relation (5) is more restricted. For equal, symmetric barriers, (4) gives

$$\frac vD=\frac2a\tanh\frac{a}{2\lambda}. \tag{12}$$

At $a/\lambda=0.80$, $\lambda v/D=0.9499$, which the spreading of a simulated packet confirms. Taking $D/v$ as the accumulation length would then give a value about 5% too long. In strong fields, compute $\lambda$ from $k_BT/(qE)$ and use (11) for the site populations.

## 6. Space charge at fixed voltage

Let $\mathcal E(x)$ be the field including the mean charge of the ions, in a medium of dielectric constant $\varepsilon$. Poisson's equation is $d\mathcal E/dx=4\pi qn/\varepsilon$. Define

$$\beta=\frac{4\pi qN}{\varepsilon E}. \tag{13}$$

Integrating Poisson's equation across the slab gives $\mathcal E(L)-\mathcal E(0)=\beta E$. In SI units, $\beta=qN/(\varepsilon_0\varepsilon E)$.

With $C(x)=\int_0^xn\,dx'$, the field is $\mathcal E(x)=\mathcal E(0)+(4\pi q/\varepsilon)C(x)$. Integration by parts gives

$$\int_0^LC\,dx=LN-\int_0^Lxn\,dx=Nm,$$

where $m$ is now the mean distance from the cathode in the actual profile. The fixed voltage requires $\int_0^L\mathcal E\,dx=EL$, so

$$\mathcal E(0)=E\left(1-\beta\frac mL\right). \tag{14}$$

Zero flux in the local field means $k_BT\,dn/dx=q\mathcal En$. Poisson's equation turns the right side into $d(\varepsilon\mathcal E^2/8\pi)/dx$. Integrating from wall to wall,

$$k_BT[n(L)-n(0)]=\frac{\varepsilon}{8\pi}[\mathcal E(L)-\mathcal E(0)][\mathcal E(L)+\mathcal E(0)]
=\frac{qN}{2}[2\mathcal E(0)+\beta E].$$

Using (14) and dividing by $k_BT$,

$$n(L)-n(0)=\frac N\lambda\left[1+\beta\left(\frac12-\frac mL\right)\right]. \tag{15}$$

The ratio $n(L)/n(0)$ remains $e^{qV/(k_BT)}$, because zero flux gives $\ln[n(L)/n(0)]=(q/k_BT)\int_0^L\mathcal E\,dx$. Both wall densities are therefore multiplied by the bracket in (15).

The uniform-field formula is accurate when $\beta\ll1$. For the density alone this condition is not always necessary: when $L\ll\lambda$ the ions stay nearly uniform even at $\beta=1$, although the field does not. A numerical solution with $\beta=0.50$, at the $L/\lambda$ of Section 8, shows the effect of more ions per area. The field at the anode falls to $0.9003E$ and that at the cathode rises to $1.4003E$. The cathode density is 15% above (1), and the local decay length there is $\lambda/1.40$.

## 7. Image force near the metal

An ion at distance $d$ from a flat metal wall is attracted by an image charge $-q$ at distance $2d$. The force is $q^2/[\varepsilon(2d)^2]$. It equals $qE$ at

$$d_i=\left(\frac{q}{4\varepsilon E}\right)^{1/2}, \tag{16}$$

or $[q/(16\pi\varepsilon_0\varepsilon E)]^{1/2}$ in SI units. The ratio of image force to field force is $(d_i/d)^2$. Integrating the force gives the energy $-q^2/(4\varepsilon d)$, so one wall multiplies the Boltzmann weight by

$$\exp\left(\frac{q^2}{4\varepsilon d\,k_BT}\right)=\exp\left(\frac{d_i^2}{\lambda d}\right). \tag{17}$$

The force ratio shows that the logarithmic slope is close to $1/\lambda$ at distances well beyond $d_i$ from both walls. The factor (17) is itself close to 1 where $d$ is well beyond $d_i^2/\lambda$, which is the stricter condition when $d_i>\lambda$. This correction does not vanish when $N$ becomes small, because each ion has its own image. Ions held close to the metal also reduce the number left for the exponential region, so a comparison with data should fit the amplitude there rather than assume that all $N$ ions belong to it.

## 8. Worked example

The model parameters are $T=500$ K, $E=33.356$ statV/cm ($10^4$ V/cm), $L=2.00\times10^{-5}$ cm, $\varepsilon=3$, $N=10^8\ \mathrm{cm^{-2}}$, $D=10^{-12}\ \mathrm{cm^2/s}$ and $a=5.0\times10^{-8}$ cm. They do not describe a named dielectric. For a singly charged ion,

$$\lambda=\frac{6.9032\times10^{-14}\ \mathrm{erg}}{(4.8032\times10^{-10}\ \mathrm{statC})(33.356\ \mathrm{statV/cm})}
=4.309\times10^{-6}\ \mathrm{cm},$$

or 43.1 nm. Thus $L/\lambda=4.64$, and the wall densities differ by a factor $e^{4.64}\approx104$. Equation (2) gives

$$n_s(L)=\frac{10^8}{4.309\times10^{-6}}\,\frac{1}{1-1/103.73}
=2.34\times10^{13}\ \mathrm{cm^{-3}}.$$

The anode density is $2.26\times10^{11}\ \mathrm{cm^{-3}}$. The mean distance from the cathode is $4.11\times10^{-6}$ cm, and 64% of the ions lie within $\lambda$ of it.

A closed chain of 400 sites reproduces the continuum density with a largest relative error of $5.6\times10^{-6}$. This is the effect of finite site spacing. By (11), the site populations equal the integrals of (1) over cells of width $a$, since both sets grow by $e^{a/\lambda}$ per cell and sum to $N$. The cell average exceeds the midpoint density by the factor $\sinh(a/2\lambda)/(a/2\lambda)\approx1+a^2/(24\lambda^2)$, and $0.01160^2/24=5.6\times10^{-6}$.

The slowest decay rate is

$$r_1=10^{-12}\left[1.347\times10^{10}+2.467\times10^{10}\right]\mathrm{s^{-1}}=0.0381\ \mathrm{s^{-1}},$$

so $\tau=26.2$ s. The drift speed is $v=D/\lambda=2.32\times10^{-7}$ cm/s, and crossing the slab takes $L/v=86$ s. Define the misplaced fraction as half the integral of $|n-n_s|$, divided by $N$. After a uniform start it falls from 0.46 to 0.028 at $3\tau$ and 0.0038 at $5\tau$.

The first mode explains the late values. The function $e^{x/(2\lambda)}\sin(\pi x/L)$ rises from zero to a maximum of 4.11 and returns to zero, so half the integral of its absolute slope is 4.11. Equation (10) gives $c_1/(r_1N)=0.138$. The predicted fraction is $0.565e^{-t/\tau}$, or 0.028 at $3\tau$ and 0.0038 at $5\tau$.

The space-charge parameter is $\beta=0.0060$, and the largest density change in the mean-field solution is 0.18%. The typical lateral ion spacing $N^{-1/2}=10^{-4}$ cm is five times $L$, so the smeared charge estimates the average field rather than the field at each ion. At that spacing the pair energy $q^2/(\varepsilon N^{-1/2})$, without screening by the electrodes, is $0.011k_BT$. This supports treating the ions as independent.

The image force matters more. Equation (16) gives $d_i=1.10\times10^{-6}$ cm, or $0.254\lambda$. At $d=\lambda$ from the cathode, the force from the image in the cathode alone is $0.254^2=6.5\%$ of the field force. At $d=a$, the factor (17) is about 260, although a continuum image law is itself doubtful so close to the metal. Suppose the Boltzmann weight with the image energy is nevertheless integrated over the slab, leaving out a layer of thickness $a$ at each wall. So many ions then collect close to the metal that the mid-slab density drops to about half of (1). With a layer of $a/2$ it drops to about 2% of (1), and with $2a$ to about 77%. Summing over sites at $d=a,2a,\ldots$ instead of integrating gives about 23%, and summing over sites at $d=a/2,3a/2,\ldots$, as in the 400-site chain, gives about 0.1%, so the size of the reduction is not reliable. The densities, relaxation time and misplaced fractions quoted above therefore belong to the model without image forces. The image well at the anode also holds ions back: with the image energy added to a hopping chain whose sites lie at $d=a,2a,\ldots$ from each wall, the slowest time rises from 26 s to about 73 s, and it depends strongly on the position of the first site. In particular, $n_s(L)$ is not a prediction of the density at the metal surface.

Since $\lambda\propto T/E$, a field 100 times stronger at the same temperature gives $\lambda=4.3\times10^{-8}$ cm, which is shorter than the hop length. For sites of equal energy, the site ratio (11), here $e^{a/\lambda}=3.2$, then replaces the continuous profile. At this field, however, $d_i=1.1\times10^{-7}$ cm exceeds $\lambda$, so the ions sit where the image energy dominates and the sites are not equivalent. Including (17), the ratio between sites at $d=a$ and $d=2a$ is $3.2\,e^{5.57/2}\approx52$. The main computed values are in the numerical output below.

## Computed results

```
temperature T = 500 K
ion charge q = 4.8032e-10 statC
thermal energy kB*T = 6.9032e-14 erg
field E = 33.356 statV/cm
field E, converted = 1.0e+04 V/cm
slab thickness L = 2.00e-05 cm
dielectric constant eps = 3.0 (no unit)
ions per area N = 1.0e+08 cm^-2
diffusion coefficient D = 1.0e-12 cm^2/s
hop length a = 5.0e-08 cm
accumulation length lam = 4.3087e-06 cm
accumulation length, converted = 43.09 nm
L/lam = q*V/(kB*T) = 4.6418 (no unit)
density at anode n(0) = 2.259e+11 cm^-3
density at mid-slab n(L/2) = 2.301e+12 cm^-3
density at cathode n(L) = 2.343e+13 cm^-3
average density N/L = 5.000e+12 cm^-3
end ratio n(L)/n(0) = 103.73 (no unit)
mean distance from cathode m = 4.114e-06 cm
fraction within lam of cathode = 0.6383 (no unit)
number of sites in chain = 400
largest relative profile error = 5.6e-06 (no unit)
drift speed v = 2.321e-07 cm/s
drift time L/v = 86.2 s
decay rate k=1: formula 0.03814 s^-1, chain 0.03814 s^-1
decay rate k=2: formula 0.11216 s^-1, chain 0.11216 s^-1
decay rate k=3: formula 0.23553 s^-1, chain 0.23552 s^-1
slowest relaxation time tau = 26.22 s
misplaced fraction at t = 0 tau: 0.46150 (no unit)
misplaced fraction at t = 1 tau: 0.20135 (no unit)
misplaced fraction at t = 2 tau: 0.07614 (no unit)
misplaced fraction at t = 3 tau: 0.02812 (no unit)
misplaced fraction at t = 5 tau: 0.00381 (no unit)
misplaced fraction at t = 8 tau: 0.00019 (no unit)
weak field: a/lam = 0.01160, lam*v/D = 0.999989 (no unit)
strong field: a/lam = 0.80, lam*v/D = 0.9499 (no unit)
random barriers, highest/lowest rate factor = 35.4 (no unit)
random barriers, site ratio: min 2.225541, max 2.225541 (no unit)
exp(a/lam) at strong field = 2.225541 (no unit)
space-charge parameter beta = 0.00603 (no unit)
largest density change at this beta = 0.178 %
larger test load beta = 0.50 (no unit)
cathode density change at larger load = 15.03 %
anode field over E at larger load = 0.9003 (no unit)
image-force distance d_i = 1.095e-06 cm
d_i/lam = 0.254 (no unit)
```
